# Saddle-Search Tolerance and Amar-Family Island Sizes for Critical Size One

## One length scale fixes the form

Atoms land on a crystal surface, hop, meet and form islands. Let $N_s$ be the number of islands of $s$ atoms per lattice site. Islands start at $s=2$, because critical size one means that one more atom makes a single adatom stable. Define

$$N=\sum_{s\ge2}N_s,\qquad \theta=\sum_{s\ge2}sN_s,\qquad S=\frac{\theta}{N}.$$

Here $N$ is the island density, $\theta$ the coverage held in islands and $S$ the mean island size. Suppose that, for large $S$, no other size enters the distribution. Then $s$ can appear only as $u=s/S$, up to an amplitude: $N_s=A\,f(s/S)$. Replacing sums by integrals with $ds=S\,du$ gives

$$N=AS\int_0^\infty f\,du,\qquad \theta=AS^2\int_0^\infty uf\,du .$$

Since $\theta=NS$, the two integrals are equal. We absorb their common value into $A$, so that

$$N_s=\frac{\theta}{S^2}f\!\left(\frac sS\right),\qquad \int_0^\infty f\,du=\int_0^\infty uf\,du=1. \tag{1}$$

Under this assumption, and at fixed coverage, the hop rate and the flux influence $S$ but are absent from $f$. At moderate $S$, such as the value near 25 in the example below, the small-size end of the distribution still shifts with the ratio of hop rate to flux. This separation tells us what a calculated diffusion barrier can and cannot change.

The setting considered here is the residual-force threshold at which an electronic-structure program stops its search for a minimum or a saddle point. The threshold limits the numerical error of the hop barrier, and hence of $S$. The shape $f$ needs a different decision: whether critical size one applies. We first determine $f$, then return to the threshold.

## The ansatz and its three conditions

Scaling does not supply $f$. The Amar-Family form is an ansatz: linear growth at small $u$, a stretched-exponential cutoff, and a maximum at the mean size. Start from

$$f(u)=C\,u\,e^{-bu^p},\qquad C,b,p>0.$$

Unit norm and unit mean are two conditions on three constants. For any $p$, the substitution $t=bu^p$ gives

$$\int_0^\infty u^{n+1}e^{-bu^p}du=\frac{1}{p}\,b^{-(n+2)/p}\,\Gamma\!\left(\frac{n+2}{p}\right).$$

The ratio of the $n=1$ and $n=0$ integrals is the mean. Setting it to one gives $b^{1/p}=\Gamma(3/p)/\Gamma(2/p)$, which can be satisfied for every $p$; the norm then fixes $C$. For $p=2$, $b^{1/2}=\Gamma(3/2)/\Gamma(1)=\sqrt\pi/2$, so $b=\pi/4$ and $C=2b=\pi/2$. This function meets both conditions in (1), but it peaks at $u=1/\sqrt{2b}=\sqrt{2/\pi}\approx0.798$. The peak position is therefore a separate, third condition.

Write $p=1/a$. Then

$$\frac{d\ln f}{du}=\frac1u-\frac ba\,u^{1/a-1}.$$

It vanishes at $u=1$ if $b=a$. The derivative becomes $(1-u^{1/a})/u$, positive below $u=1$ and negative above, so the maximum is unique. The function is now

$$f(u)=C\,u\exp(-a\,u^{1/a}). \tag{2}$$

## The gamma-function equation

Let $t=au^{1/a}$. Then $u=a^{-a}t^a$ and $du=a^{1-a}t^{a-1}dt$. Hence

$$\int_0^\infty u^{n+1}e^{-au^{1/a}}du
=a^{-(n+1)a}a^{1-a}\int_0^\infty t^{(n+2)a-1}e^{-t}dt
=a^{1-(n+2)a}\,\Gamma((n+2)a).$$

The case $n=0$, with unit norm, gives

$$C=\frac{a^{2a-1}}{\Gamma(2a)}. \tag{3}$$

Multiplying the general integral by this $C$ gives all the moments:

$$\langle u^n\rangle=a^{-na}\,\frac{\Gamma((n+2)a)}{\Gamma(2a)}. \tag{4}$$

Unit mean, $n=1$, is the equation for $a$:

$$\frac{\Gamma(3a)}{\Gamma(2a)}=a^a. \tag{5}$$

## There is one positive root

Take the logarithm of (5) and define

$$g(a)=\ln\Gamma(3a)-\ln\Gamma(2a)-a\ln a .$$

As $a\to0$, $\Gamma(x)\simeq1/x$ and $a\ln a\to0$, so $g\to\ln(2/3)<0$. To control $g$ elsewhere we need its slope. With $\psi=\Gamma'/\Gamma$,

$$g'(a)=3\psi(3a)-2\psi(2a)-\ln a-1. \tag{6}$$

Differentiating $\psi(x+1)=\psi(x)+1/x$ gives $\psi'(x)=\psi'(x+1)+1/x^2$. Repeating this, with $\psi'(x)\to0$ at large $x$, yields

$$\psi'(x)=\sum_{k=0}^\infty\frac1{(x+k)^2}=\int_0^\infty\frac{t\,e^{-xt}}{1-e^{-t}}dt,$$

because $\int_0^\infty te^{-(x+k)t}dt=(x+k)^{-2}$ and the sum over $k$ is geometric. Subtract $1/x=\int_0^\infty e^{-xt}dt$ and $1/(2x^2)=\int_0^\infty\frac t2e^{-xt}dt$:

$$\frac{d}{dx}\left[\psi(x)-\ln x+\frac1{2x}\right]=\int_0^\infty t\,\phi(t)e^{-xt}dt,\qquad
\phi(t)=\frac1{1-e^{-t}}-\frac1t-\frac12 .$$

The bracket vanishes as $x\to\infty$. Indeed $\ln x=\ln\Gamma(x+1)-\ln\Gamma(x)$ is the mean slope of $\ln\Gamma$ over a unit interval, and $\psi$ increases, so $\psi(x)\le\ln x\le\psi(x)+1/x$. Integrating from $x$ to infinity therefore gives

$$\psi(x)=\ln x-\frac1{2x}-\int_0^\infty\phi(t)e^{-xt}dt .$$

Now $\phi(0)=0$, so integration by parts turns the last integral into $x^{-1}\int_0^\infty w(t)e^{-xt}dt$, where

$$w(t)=\phi'(t)=\frac1{t^2}-\frac{e^{-t}}{(1-e^{-t})^2}=\frac1{t^2}-\frac1{4\sinh^2(t/2)}>0 .$$

The sign follows from $\sinh(t/2)>t/2$. Insert this into (6). The terms $-1/(2a)$ and $+1/(2a)$ cancel, as do the terms in $\ln a$, leaving

$$g'(a)=m+\frac1a\int_0^\infty w(t)\left(e^{-2at}-e^{-3at}\right)dt,\qquad m=\ln\frac{27}{4}-1\approx0.9095. \tag{7}$$

The integral is positive, so $g'>m$. Thus $g$ rises from a negative value without bound and crosses zero once.

There is more in (7). Since

$$\frac{e^{-2at}-e^{-3at}}{a}=t\int_2^3e^{-yat}dy$$

decreases with $a$, so does $g'$: $g$ is concave. Its tangents lie above it. A Newton step

$$a_{k+1}=a_k-\frac{g(a_k)}{g'(a_k)}$$

taken from the left of the root moves right but cannot pass the root. The iterates increase to a limit, which must satisfy $g=0$. A start on the right sends the first step to the left of the root, but never to a negative number: the step lands at $-(g-ag')/g'$, and $g-ag'$ increases with $a$ only towards $-\frac12\ln\frac32<0$. From there the iterates increase as before. From $a_0=0.1$ the iterates are

$$0.10000,\;0.24421,\;0.27120,\;0.27150,$$

and further steps change only later digits. The mean-value theorem also gives an error bound that needs no knowledge of the root $a_*$:

$$|a-a_*|\le\frac{|g(a)|}{m}.$$

The result is

$$a=0.2714998,\qquad \frac1a=3.6832,\qquad C=1.109098. \tag{8}$$

Solving for unit mean by direct quadrature, without gamma functions, gives the same root to the ten decimals printed. These digits describe the solution of (5), not the accuracy of the ansatz for a surface.

## Reading the function

At the peak, $f(1)=Ce^{-a}=0.845$. Equation (4) with $n=2$ gives $\langle u^2\rangle=1.1875$, so the standard deviation is $\sqrt{1.1875-1}=0.433$.

For cumulative fractions, use the same substitution but stop at $t=au^{1/a}$. With $P(q,x)=\Gamma(q)^{-1}\int_0^xt^{q-1}e^{-t}dt$, the fraction of islands below $u$ is $P(2a,au^{1/a})$. Weighting by $u$ raises the power of $t$ by $a$, so the fraction of atoms in those islands is $P(3a,au^{1/a})$; unit mean supplies its normalisation. Islands smaller than the mean are 50.6% of the islands and hold 32.8% of the atoms.

In the limit $u\to0$, $f\simeq Cu$. At large $u$, the exponent grows as $u^{3.68}$, faster than a Gaussian. Only 1.0% of islands exceed twice the mean size.

Replacing sums by integrals also has a cost. The sum over $s\ge2$ omits the $s=1$ term, about $C/S^2$. The leading Euler-Maclaurin correction at $u=0$ removes another $C/(12S^2)$. For $S=24.77$, the total is $13C/(12S^2)=0.0020$. The directly summed norm is 0.9980, in agreement.

## How the force threshold reaches the island density

Near a stationary point, write the energy as $E=E_0+\frac12\sum_jk_jx_j^2$, where the $x_j$ are displacements along the orthonormal eigenvectors of the Cartesian force-constant matrix and the $k_j$ are its eigenvalues. At a saddle one $k_j$ is negative. The force is $F_j=-k_jx_j$, hence

$$E-E_0=\sum_j\frac{F_j^2}{2k_j}.$$

Let $\varphi$ bound the norm of the total force vector on the free atoms, and let $k_{\min}$ be the smallest $|k_j|$ at either the minimum or the saddle. Each energy is in error by at most $\varphi^2/(2k_{\min})$. The barrier, their difference, satisfies

$$|\delta E|\le\frac{\varphi^2}{k_{\min}}. \tag{9}$$

This holds in the quadratic region, with no free translation of the slab. If a program limits each force component instead, $\varphi$ is at most that limit times the square root of the number of free coordinates.

Next we need the effect of $\delta E$ on $N$. Let $n$ be the adatom density, $F$ the flux in monolayers per second and $h=\nu e^{-E/k_BT}$ the total hop rate, with $\nu$ the prefactor. In mean field, with capture numbers $\sigma_1$ for adatoms and $\sigma$ for islands, and coverage as the clock,

$$\frac{dN}{d\theta}=\sigma_1\frac hF n^2,\qquad 1\simeq\sigma\frac hF nN .$$

The second relation says that nearly every arriving atom is captured by an existing island. Eliminate $n$ and multiply by $3N^2$:

$$\frac{dN^3}{d\theta}=3\frac Fh\frac{\sigma_1}{\sigma^2}
\quad\Rightarrow\quad
N^3\simeq3\frac Fh\int_0^\theta\frac{\sigma_1}{\sigma^2}d\theta' . \tag{10}$$

The early transient and the merging of islands are neglected. If the capture numbers depend on coverage but not on $h/F$, then $N\propto(F/h)^{1/3}$ at fixed coverage. With $T$, $F$, $\nu$ and $\theta$ held fixed,

$$\delta\ln N=\frac{\delta E}{3k_BT},\qquad \delta\ln S=-\frac{\delta E}{3k_BT}. \tag{11}$$

Too high a barrier gives too many, too small islands. To keep the relative error of $N$ below a small $\varepsilon$, (9) and (11) give the sufficient condition

$$\varphi\le\sqrt{3\varepsilon\,k_{\min}k_BT}. \tag{12}$$

A soft mode or a lower growth temperature calls for a tighter threshold. Tightening it does not reduce errors from the density functional, the slab thickness or the sampling of the Brillouin zone; these enter $\delta E$ separately. Within the scaling regime none of them changes $a$.

## Example: iron on Fe(001)

The example is the first tenth of a layer of Fe on Fe(001), the homoepitaxial stage of an iron contact layer on a semiconductor. Its fourfold symmetry suits an isotropic hopping model. The inputs are rough typical values, not the result of an electronic-structure calculation: $T=300$ K, $F=0.03$ ML/s, $E=0.45$ eV, $\nu=10^{12}\ \mathrm{s^{-1}}$ and site spacing 0.287 nm.

The hop rate is $h=2.756\times10^4\ \mathrm{s^{-1}}$, so $h/F=9.19\times10^5$. Inverting the rate law gives $k_BT=0.45/\ln(10^{12}/2.756\times10^4)=0.02585$ eV. By (11), a barrier error of 0.01 eV changes $N$ by the factor $\exp[0.01/(3\times0.02585)]=1.14$. The one-third power is the mean-field value for large $h/F$. In the lattice model below the effective power is about 0.31 in the decade of $h/F$ under this value, which gives 1.13, so (11) and (12) err slightly on the safe side. For $\varepsilon=0.05$, the allowed barrier error is $3\times0.02585\times0.05=0.0039$ eV. With an illustrative $k_{\min}=1$ eV/Å$^2$, (12) then gives $\varphi\le0.062$ eV/Å for the norm of the total force; a softer slab mode lowers this as $\sqrt{k_{\min}}$.

The island density itself comes from kinetic Monte Carlo on a periodic lattice of $256\times256$ sites, which does not use (2). An atom with any neighbour stops for good, and arrivals on occupied sites are discarded. Three runs to coverage 0.10 gave 793 islands, with

$$N=0.00403,\qquad S=24.8\ \text{atoms}.$$

The density is $0.00403/(2.87\times10^{-8}\ \mathrm{cm})^2=4.9\times10^{12}\ \mathrm{cm^{-2}}$. A disc with the area of $S$ sites has diameter $2(0.287)\sqrt{24.77/\pi}=1.61$ nm.

The simulated shape can now be set beside the formula:

| Island size (atoms) | Simulated fraction | Formula |
|---|---:|---:|
| 2–9 | 0.121 | 0.079 |
| 10–19 | 0.262 | 0.249 |
| 20–29 | 0.260 | 0.333 |
| 30–39 | 0.219 | 0.245 |
| 40–49 | 0.107 | 0.082 |

The formula is too narrow. Its standard deviation, 0.433, is about one sixth below the simulated 0.519. In the central bin the difference is 0.073, against a sampling error of about $\sqrt{0.26\times0.74/793}=0.016$ if islands are treated as independent. Sampling alone is thus an unlikely explanation.

The largest difference between cumulative fractions is 0.059. The analogous function for critical size two, $f\propto u^2\exp(-2au^{1/a})$ with $a=0.298$, does worse, at 0.120. Both forms are too narrow and size two is the narrower, so this ranking reflects width and does not by itself identify the critical size. The $p=2$ function set aside earlier, with standard deviation $\sqrt{4/\pi-1}=0.523$, gives 0.106, 0.276, 0.286, 0.193 and 0.092 for the five bins. It misses by at most about 0.03, against 0.073 for (2). For this model the condition of a peak at the mean size worsens the fit.

## Why small islands are underestimated

The assumption $f(0)=0$ conflicts with continuing nucleation. Let $z=d\ln N/d\ln\theta$. If islands rarely merge, new dimers appear at the rate $dN/d\theta=zN/\theta$ per unit coverage. An average island captures $1/N$ atoms per unit coverage; let a dimer capture $\kappa/N$. For large $S$ the change of $N_2$ is small compared with the flow through it, so

$$\frac{zN}{\theta}\simeq\frac{\kappa}{N}N_2 .$$

Solving for $N_2$ and using $f=N_2S^2/\theta$ with $NS=\theta$,

$$f(0)\simeq\frac{zN^2S^2}{\kappa\theta^2}=\frac z\kappa . \tag{13}$$

Only if $z/\kappa\to0$ does this balance support a vanishing $f(0)$. For equal, constant capture numbers, $\kappa=1$ and (10) gives $z=1/3$. Integrating the rate equations, including adatoms and dimers, with $\sigma h/F=10^8$ to coverage 0.10 gives $z=0.345$ and a scaled dimer density of 0.350. These agree within 2%, as (13) requires.

The lattice simulation has $z=0.13$ between coverages 0.05 and 0.10. This does not contradict the one-third power in (11): $z$ describes a change of coverage at fixed $h/F$, and the capture numbers in (10) may vary with coverage. Islands that touch are also counted as one, so merging lowers $z$, but at this coverage only by about 0.003. For islands of 2 to 4 atoms, the simulated mean of $f$ is 0.32, while (2) gives 0.13. If these sizes represented $u\to0$ and merging were negligible, (13) would imply $\kappa\approx0.13/0.32=0.41$. The value 0.32 rests on about 31 islands and is uncertain by about 0.06, so 0.41 is a rough conjecture. Counting the captures by dimers in this lattice model gives $\kappa$ near 0.5, which supports the picture that small islands capture fewer atoms than average.

For work that depends on the number of very small islands, use the simulated distribution. Equation (2) is only a rough description of the whole distribution, and for this simulation the broader $p=2$ form is the closer one.

## When critical size one may be chosen

A dimer must gain an atom before it breaks. As a simple estimate, give it the capture rate of an average island,

$$\frac FN=\frac{0.03}{0.00403}=7.4\ \mathrm{s^{-1}}.$$

To break, it must overcome its bond energy $E_b$ as well as the hop barrier, so its breakup rate is taken as $he^{-E_b/k_BT}$. A rough bond of 0.6 eV gives $2.3\times10^{-6}\ \mathrm{s^{-1}}$, more than six orders of magnitude slower. The two rates would be equal for

$$E_b=k_BT\ln\frac{hN}{F}=0.02585\,\ln\frac{2.756\times10^4}{7.44}=0.21\ \mathrm{eV}.$$

If a dimer captures only 0.4 times as fast as an average island, as the conjecture above suggests, this energy rises by $0.02585\ln(1/0.4)\approx0.02$ eV. At 300 K, an error of 0.1 eV in the assumed bond therefore does not alter the choice of critical size, although the same error in the hop barrier would seriously alter $N$. The two energies need different accuracy.

With the density held at its 300 K value, breakup equals capture at about 480 K, or at about 460 K with the slower dimer capture. This marks competition, not a sharp change of critical size. In reality $N$ falls as hopping speeds up, which raises $F/N$ and moves the estimated crossing upward. Well before breakup competes, the rates should be recalculated at the intended growth temperature.

## What the real surface changes

The chosen temperature, flux and energies are in a plausible range for molecular-beam growth of iron, but real islands need not keep the ragged edges of the model. Allowing an atom held by one bond a single step to a better-bonded site changed $N$ from 0.00403 to 0.00407 and the standard deviation from 0.519 to 0.538. With 533 islands in the second set, these small shifts are not clearly resolved. Longer edge diffusion, mobile dimers and exchange with substrate atoms are left out, and their effects are not sized here.

About 5.1% of arrivals hit occupied sites and were discarded; on a real surface they could descend and join an island or start a second layer. Tunnelling matters less: taking $\nu$ as the barrier frequency, the leading Wigner factor $1+(h_{\rm P}\nu/k_BT)^2/24$, with $h_{\rm P}$ Planck's constant, is 1.001. In chemical vapour deposition, precursor fragments may also block sites or change the hop barrier. The energies must then be calculated for that covered surface before (12) is used.

The numerical output below gives the remaining digits and intermediate values.

## Values computed for the example and the checks

```
Newton iterates a: 0.10000000 0.24420540 0.27120497 0.27149980 0.27149983 0.27149983
root a = 0.271499834621; 1/a = 3.683243; C = 1.1090983206
slope floor ln(27/4)-1 = 0.909543; g'(a) = 1.038785
residual error bound on a (before rounding) = 9.8e-16
root from quadrature of the mean = 0.2714998346
norm = 1.0000000000; mean = 1.0000000000; peak u = 1.000000
peak height f(1) = 0.845394; second moment = 1.187529
standard deviation of u = 0.433046
rival with unit norm and mean: peak u = 0.7979
u = 0.25: f = 0.27682, islands below = 0.03464, atoms below = 0.00577
u = 0.50: f = 0.54295, islands below = 0.13761, atoms below = 0.04578
u = 1.00: f = 0.84539, islands below = 0.50566, atoms below = 0.32834
u = 1.50: f = 0.49669, islands below = 0.86634, atoms below = 0.77166
u = 2.00: f = 0.06781, islands below = 0.99047, atoms below = 0.97976
rate equations: z = 0.3451, f at dimer size = 0.3502
inputs: T = 300 K, flux = 0.03 ML/s, coverage = 0.1
inputs: barrier = 0.45 eV, prefactor = 1e+12 1/s
inputs: dimer bond = 0.6 eV, site spacing = 0.287 nm
hop rate = 2.7563e+04 1/s; hop rate/flux = 9.1878e+05
simulation: 256 x 256 sites, 3 runs, 793 islands
mean island size S = 24.77 atoms; density = 0.00403 per site
island density = 4.897e+12 cm^-2
equivalent diameter at S = 1.612 nm
simulated standard deviation of u = 0.5186
largest cumulative gap: size-one formula 0.0592, size-two formula 0.1195
critical size two: a = 0.297584
islands of 2 to 9 atoms: simulated 0.1211, formula 0.0793
islands of 10 to 19 atoms: simulated 0.2623, formula 0.2492
islands of 20 to 29 atoms: simulated 0.2598, formula 0.3329
islands of 30 to 39 atoms: simulated 0.2194, formula 0.2448
islands of 40 to 49 atoms: simulated 0.1072, formula 0.0821
mean f for 2 to 4 atoms: simulated 0.3228, formula 0.1343
simulated d ln N/d ln coverage (0.05 to 0.10) = 0.1313
sums over s >= 2 at this S: norm 0.99804, mean 0.99993
edge relaxation (2 runs, 533 islands): density = 0.00407 per site
edge relaxation: S = 24.58 atoms, standard deviation of u = 0.5381
edge relaxation: gap to size-one formula = 0.0828
fraction of arrivals landing on occupied sites = 0.0511
capture rate per island = 7.438 1/s
dimer breakup rate = 2.295e-06 1/s
breakup equals capture (density held fixed) at 476 K
Wigner tunnelling factor = 1.00107
```
